# Quasi-Fermi Level of a Multi-Subband Quantum Well by Safeguarded Newton Iteration

## The physical question

A current injects electrons and holes into a quantum well. Scattering within each band is taken to be fast compared with recombination, so each band reaches a thermal distribution, with its own quasi-Fermi level fixed by the carrier density. Both bands are taken to share one temperature. These two levels decide which photon energies are amplified. The density is known and the level is wanted, but with several subbands the relation between them has no general closed inverse. It must be solved numerically, from the dilute limit to strong degeneracy.

Atomic units are used in the algebra ($\hbar=m_{\rm electron}=1$). Temperature enters as the thermal energy $T$, meaning $k_BT$. The subbands are parabolic, with edges $E_1\le\dots\le E_M$, in-plane masses $m_i$ and spin degeneracy two. Hole energies are counted positive into the valence band, so the same formulas serve both carriers. Unbound states, subband mixing and carrier-induced level shifts are left out.

## Density and its derivatives

Each subband contributes twice the integral of the Fermi function over $d^2k/(2\pi)^2$. The angular integral gives $2\pi$, and $\varepsilon=k^2/2m_i$ gives $k\,dk=m_i\,d\varepsilon$. Hence

$$n(F)=\sum_i D_i\int_0^\infty\frac{d\varepsilon}{1+e^{(E_i+\varepsilon-F)/T}},\qquad D_i=\frac{m_i}{\pi}.$$

The integrand is the $\varepsilon$-derivative of $-T\ln(1+e^{(F-E_i-\varepsilon)/T})$, which vanishes at infinity. Therefore

$$n(F)=T\sum_i D_i\,s(x_i),\qquad s(x)=\ln(1+e^x),\qquad x_i=\frac{F-E_i}{T}.\tag{1}$$

Let $\sigma_i=1/(1+e^{-x_i})$ be the occupation at edge $i$. Since $s'=\sigma$ and $\sigma'=\sigma(1-\sigma)$,

$$n'=\sum_iD_i\sigma_i>0,\qquad n''=\frac1T\sum_iD_i\sigma_i(1-\sigma_i)>0.\tag{2}$$

The density rises monotonically from zero to infinity, so $n(F)=N$ has one root $F_*$ for every $N>0$. It is also convex. Because $1-\sigma_i<1$,

$$(\ln n')'=\frac{n''}{n'}\le\frac1T.\tag{3}$$

Monotonicity gives uniqueness, convexity the direction of the Newton steps, and (3) their speed.

## Stable logarithms

In double precision $e^x$ overflows near $x=710$, although $s(x)\approx x$ is harmless there. At $x=-40$ the sum $1+e^x$ rounds to 1 and the dilute tail is lost. For $x>0$, factoring out $e^x$ gives $s(x)=x+\ln(1+e^{-x})$. Both signs are covered by

$$s(x)=\max(x,0)+\ln(1+e^{-|x|}),\tag{4}$$

with the logarithm evaluated by `log1p`, which does not form $1+z$ first. The direct expression returns infinity at $x=1000$ and zero at $x=-40$; equation (4) returns $1000.0$ and $4.2484\times10^{-18}$.

For the inverse, $y=s(x)$ means $e^x=e^y-1=e^y(1-e^{-y})$, so

$$s^{-1}(y)=y+\ln(1-e^{-y}),\tag{5}$$

with $1-e^{-y}$ evaluated as `-expm1(-y)`. This avoids overflow at large $y$ and cancellation at small $y$.

## A bracket in closed form

Define the cumulative density of states and the weighted mean edge

$$D_{(j)}=\sum_{i\le j}D_i,\qquad \bar E_j=\frac1{D_{(j)}}\sum_{i\le j}D_iE_i .$$

**Lower end.** Moving every edge down to $E_1$ can only increase the density, so $N\le TD_{(M)}s((F_*-E_1)/T)$. Inverting the increasing function $s$ gives

$$F_*\ge a=E_1+T\,s^{-1}\!\left(\frac{N}{TD_{(M)}}\right).\tag{6}$$

**Upper end.** Dropping the subbands above $j$ can only decrease the density. Since $s$ is convex, Jensen's inequality bounds the remaining weighted average from below by $s$ at the average argument:

$$N\ge T\sum_{i\le j}D_is(x_i)\ge TD_{(j)}\,s\!\left(\frac{F_*-\bar E_j}{T}\right).$$

This holds for each $j$, hence

$$F_*\le b=\min_j\left[\bar E_j+T\,s^{-1}\!\left(\frac N{TD_{(j)}}\right)\right].\tag{7}$$

For one subband $a=b=F_*$. Rounding may then exchange the computed ends, so they are put in order.

**Strong degeneracy.** As $T\to0$, $T s^{-1}(N/TD_{(j)})\to N/D_{(j)}$, and (7) becomes $\min_j(\bar E_j+N/D_{(j)})$. This is the zero-temperature level $F_0$. Indeed $N=\sum_iD_i\max(F_0-E_i,0)\ge D_{(j)}(F_0-\bar E_j)$ for every $j$, with equality when $j$ counts the occupied subbands.

**Dilute limit.** When all $x_i\ll-1$, $s(x)\approx e^x$ and

$$F_*\approx T\ln\frac{N}{T\sum_iD_ie^{-E_i/T}}.$$

The $j=1$ bound then exceeds the root by $T\ln[\sum_iD_ie^{-(E_i-E_1)/T}/D_1]$, which no longer depends on $N$.

## How far the upper end can be from the root

Let $R=D_{(M)}/D_1$. The claim is

$$\frac{b-F_*}{T}\le R\ln2\tag{8}$$

for all densities and temperatures.

*Case $F_*\ge E_1$.* Let $j$ be the last subband with $E_j\le F_*$. By (4), $s(x_i)\le x_i+\ln2$ for $i\le j$, and $s(x_i)\le\ln2$ above. Summing,

$$N\le D_{(j)}(F_*-\bar E_j)+TD_{(M)}\ln2.$$

The logarithm in (5) is negative, so $s^{-1}(y)\le y$. Thus $b\le\bar E_j+N/D_{(j)}\le F_*+T\ln2\,D_{(M)}/D_{(j)}$, and $D_{(j)}\ge D_1$ gives (8).

*Case $F_*<E_1$.* Put $z=e^{(F_*-E_1)/T}$, so $0<z<1$. From (6), $N/(TD_1)\le R\ln(1+z)$. The $j=1$ bound gives

$$b\le E_1+T\ln\!\left[(1+z)^R-1\right].$$

As $R\ge1$, $(1+z)^R$ is convex in $z$ and lies below its chord on $[0,1]$, so $(1+z)^R-1\le z(2^R-1)$. With $T\ln z=F_*-E_1$, this yields $b\le F_*+T\ln(2^R-1)<F_*+TR\ln2$.

## The Newton step and its error

The raw step is

$$F_{k+1}=F_k-\frac{n(F_k)-N}{n'(F_k)}.\tag{9}$$

A convex function lies above its tangent, so $N=n(F_*)\ge n(F_k)+n'(F_k)(F_*-F_k)$. Dividing by $n'>0$ and rearranging gives $F_{k+1}\ge F_*$. A raw step from either side therefore lands at or above the root. Clipping to $b\ge F_*$ keeps it there, and from above $n(F_k)\ge N$, so subsequent iterates descend.

For the rate, let $u_k=(F_k-F_*)/T\ge0$. Integrating (3) from $F$ to $F_k$ gives $n'(F)\ge n'(F_k)e^{-(F_k-F)/T}$. Integrating again from $F_*$ to $F_k$,

$$n(F_k)-N\ge T\,n'(F_k)\left(1-e^{-u_k}\right).$$

The downward step in units of $T$ is thus at least $1-e^{-u_k}$, and

$$u_{k+1}\le G(u_k),\qquad G(u)=u-1+e^{-u}\le\frac{u^2}{2}.\tag{10}$$

The last inequality follows from $e^{-u}\le1-u+u^2/2$ for $u\ge0$. Since $G'(u)=1-e^{-u}\ge0$, the bound can be iterated from $u_0\le R\ln2$. Since $G(u)<u$ for $u>0$, it decreases to zero, finally quadratically. The number of steps needed for a given $u$ is therefore bounded by a function of $R$ alone, apart from rounding. A start below the root costs at most one more step.

## Stopping and rounding

Let $w$ be the magnitude of the raw step divided by $T$. From above, $w\ge1-e^{-u}$ gives $u\le-\ln(1-w)$ for $w<1$. The error left after the step is

$$u-w\le-\ln(1-w)-w=\frac{w^2}{2}+\frac{w^3}{3}+\dots$$

From a distance $v=(F_*-F_k)/T$ below the root, (3) gives $w\le e^v-1$, hence $v\ge\ln(1+w)$. The overshoot is $w-v\le w-\ln(1+w)\le w^2/2$. Stopping after a raw step with $w\le10^{-8}$ leaves a truncation error of about $5\times10^{-17}\,T$ at most. Clipping cannot enlarge it, because the root lies in the bracket.

Rounding sets another limit. A relative error $\epsilon$ in $n$ moves the computed root by about $\epsilon n/n'$. This is $\epsilon T$ in the dilute limit, but about $\epsilon(F-\bar E_j)$ at strong degeneracy, which can exceed $10^{-8}T$. The iteration therefore also stops when the raw step is below $16\epsilon(|F|+\max_i|E_i|+n/n')$, with $\epsilon$ the machine spacing at 1. The factor 16 is a practical allowance for accumulated rounding, not a derived bound.

The algorithm is then:

1. Compute $a$ and $b$ from (6) and (7), and order them.
2. Start at $b$, or clip a supplied guess to $[a,b]$.
3. Evaluate $n$ and $n'$ with (4), and take the raw step (9).
4. Clip the new value to $[a,b]$.
5. Stop if the raw step meets either tolerance; otherwise return to 3.

## What the safeguard prevents

Take the electron ladder of the next section at $T=0.025$ eV and start raw Newton at $-0.5$ eV, which is $20T$ below the lowest edge. The slope there is exponentially small, and the first step lands at $6.271\times10^7$ eV. At such energies $n\approx D_{(M)}(F-\bar E_M)$ is linear, so the next step returns to $\bar E_M+N/D_{(M)}=0.12212$ eV. Convexity rescues the raw iteration here: it needs 7 steps, against 5 with clipping.

The rescue is not guaranteed in floating-point arithmetic. From a start still farther below, the first landing can be so distant that rounding in the next step exceeds the energies of the ladder. For this ladder such starts still converge, but with more steps. Outright failure comes when the slope itself underflows. At $T=10^{-4}$ eV a start at $-0.1$ eV has $x_1=-1000$, the computed slope is zero, and (9) is undefined. Clipping the start to $a$ removes the problem.

Applying Newton to $\ln n(F)-\ln N$ would tame the exponential tail. For a single subband $\ln n$ is concave: $(\ln s)''$ has the sign of $(1-\sigma)s-\sigma$, which is negative because $\ln(1+e^x)<e^x$. A sum of subbands need not inherit this property. At $T=10^{-4}$ eV and $F=E_2$, a second difference with spacing $T/2$ gives $T^2(\ln n)''\approx4.87\times10^{-4}$ for the full ladder, but $-2.78\times10^{-6}$ for the first subband alone. The sudden rise in slope at the new edge causes the positive sign. The one-sided argument used for $n$ is therefore not available for $\ln n$.

## Worked example

The parameters are round model values. Electron edges are $0,\,0.06,\,0.16$ eV with masses $0.05,\,0.06,\,0.07$; hole edges are $0,\,0.03,\,0.05$ eV with masses $0.20,\,0.10,\,0.20$. Both densities are $N=3\times10^{-4}$ Å$^{-2}$, and $T=0.025$ eV.

The electron densities of states are $0.0020887$, $0.0025064$ and $0.0029241$ eV$^{-1}$Å$^{-2}$. For the lower end, $N/(TD_{(3)})=1.596$ and $s^{-1}(1.596)=1.369$, so $a=0.03423$ eV. The smallest upper bound comes from $j=2$:

$$\bar E_2=\frac{0.06\times0.06}{0.11}=0.03273\ \text{eV},\qquad\frac N{TD_{(2)}}=2.611,$$

$$b=0.03273+0.025\times2.535=0.0961\ \text{eV}.$$

Starting at $b$, the errors relative to a high-precision bisection are:

| $k$ | $F_k$ (eV) | $(F_k-F_*)/T$ |
|---|---|---|
| 0 | 0.0961085005 | $1.04\times10^{-1}$ |
| 1 | 0.0935211745 | $7.99\times10^{-4}$ |
| 2 | 0.0935011945 | $4.83\times10^{-8}$ |
| 3 | 0.0935011933 | $-4.7\times10^{-16}$ |

The tiny negative last entry is rounding. The step into $k=3$ is still larger than $10^{-8}T$, so a fourth step is made before stopping. The errors fall faster than $u^2/2$ because the local coefficient is $Tn''/(2n')$. At the root the edge occupations are $0.977,\,0.793,\,0.065$, and (2), evaluated with the unrounded occupations, gives $0.0757$ for this coefficient instead of $0.5$. Then $0.0757\times(7.99\times10^{-4})^2\approx4.83\times10^{-8}$, as the table shows.

The results are $F_e=0.09350$ eV ($0.003436$ hartree) and $F_h=0.01400$ eV ($0.000515$ hartree). The three electron subbands hold $1.965$, $0.985$ and $0.049$ in units of $10^{-4}$ Å$^{-2}$, which add to $N$ within rounding.

At $T=10^{-4}$ eV the electron level is $0.09801$ eV, equal to $\bar E_2+N/D_{(2)}$ at the printed precision. Here $F/T=980$, so the direct logarithm would overflow, while the stable iteration stops after one step. It also does so at $T=10^{-9}$ eV, where the rounding floor controls the stop.

For this ladder $R=3.6$, so (8) allows a starting error of $2.495T$, and (10) guarantees stopping within 8 steps apart from rounding. A scan over seven decades of density and more than three of temperature found at most $0.520T$ and 5 steps on a $16\times60$ grid; a finer grid raises the first figure to about $0.55T$. The bounds are safe but not tight here. Tests on random ladders of one to five subbands also confirmed the bracket, the error inequality and the root.

## From the levels to gain

Consider a vertical transition between states with electron energy $E_e$ and hole energy $E_h$, measured from the lowest edges. The upper state has occupation $f_e=\sigma((F_e-E_e)/T)$. The lower state is filled by an electron with probability $1-f_h=\sigma((E_h-F_h)/T)$. Since $\sigma$ increases, inversion $f_e>1-f_h$ requires

$$E_e+E_h<F_e+F_h.\tag{11}$$

This step needs the same $T$ in both occupations; with hotter electrons than holes the inversion edge no longer lies at $F_e+F_h$. The left side is the photon energy in excess of the lowest-edge gap. In the example the inversion window is $0.09350+0.01400=0.1075$ eV wide. A direct search along $k$ for $f_e+f_h=1$ in the lowest pair gives the same width.

At the transparency density the window closes, $F_e+F_h=0$. With equal electron and hole densities this occurs at $8.43\times10^{-5}$ Å$^{-2}$, where $F_e=-F_h=0.0258$ eV. The electron level lies above its lowest edge because, with both levels at their edges, the hole density is 4.8 times the electron density; equal densities with $F_e=-F_h$ then require $F_e>0$. This ratio, set mainly by the subbands within a few $T$ of the edges, decides the sign, not the total mass of the ladder. The condition $F_e+F_h=0$ also presumes that the lowest pair is optically allowed; otherwise gain begins only when $F_e+F_h$ reaches the edge of the lowest allowed pair.

Condition (11) gives the sign of the gain for an allowed, unbroadened transition. Its size also needs the optical matrix elements and the joint density of states. Broadening alters the spectrum throughout the window. If it spreads the energies of independent carriers but leaves each band in thermal equilibrium, (11) still applies to every pair $E_e$, $E_h$ that adds up to the same photon energy, so gain still turns into loss at $F_e+F_h$. At fixed density the levels themselves move, because the density of states is smeared and $n$ is convex: a Gaussian spread of $0.01$ eV in each band lowers the sum in the example from $0.1075$ to $0.1062$ eV. Convolving the unbroadened gain with a Lorentzian ignores this and can shift the crossover. A rigid carrier-induced gap shift moves the whole window in photon energy. The numerical output follows.

## Numbers as computed

```
electron edges (eV): [0.   0.06 0.16]
electron masses (electron mass): [0.05 0.06 0.07]
hole edges (eV): [0.   0.03 0.05]
hole masses (electron mass): [0.2 0.1 0.2]
sheet density N = 3.000e-04 per angstrom^2
thermal energy T = 0.0250 eV
electron D_i (1/(eV angstrom^2)): [0.0020887 0.0025064 0.0029241]
electron bracket lower end = 0.03423425 eV
electron bracket upper end = 0.09610850 eV
iterate 0: F = 0.0961085005 eV, (F-root)/T = 1.04e-01
iterate 1: F = 0.0935211745 eV, (F-root)/T = 7.99e-04
iterate 2: F = 0.0935011945 eV, (F-root)/T = 4.83e-08
iterate 3: F = 0.0935011933 eV, (F-root)/T = -4.72e-16
iterate 4: F = 0.0935011933 eV, (F-root)/T = 0.00e+00
electron level F_e = 0.09350119 eV = 0.00343611 hartree
hole level F_h = 0.01400262 eV = 0.00051459 hartree
hole iterations = 4
electron subband densities (1/angstrom^2): 1.9652e-04 9.8540e-05 4.9427e-06
inversion window F_e+F_h = 0.107504 eV
window from occupations = 0.107504 eV
transparency density = 8.42643e-05 per angstrom^2
electron level at transparency = 0.025757 eV
far start = -0.500 eV
first raw Newton landing = 6.271e+07 eV
second raw Newton landing = 0.122120 eV
iterations from far start: raw 7, guarded 5
cold thermal energy = 1.0e-04 eV
cold electron level = 0.09801497 eV
zero-temperature level = 0.09801497 eV
cold (F-E_1)/T = 980.150
cold iterations = 1
cold slope at -0.1 eV = 0.0 (atomic units)
direct logarithm at x=1000: inf, at x=-40: 0.0
stable logarithm at x=1000: 1000.0, at x=-40: 4.2484e-18
extreme thermal energy = 1.0e-09 eV, iterations = 1
T^2 (ln n)'' at E_2, cold: all 4.871e-04, first subband -2.778e-06
R = 3.600, bound R ln 2 = 2.4953
largest starting error in scan = 0.5195 T
largest iteration count in scan = 5, guaranteed bound = 8
```
